# Which resistance extrema carry integer Landau indices?

For a two-dimensional band without spin splitting, integer Landau indices belong to the minima of the conductivity $\sigma_{xx}$. Whether these fields are minima or maxima of the resistivity $\rho_{xx}$ is not decided by the size of $\sigma_{xx}/\sigma_{xy}$ alone, because the oscillation of $\sigma_{xy}$ also enters. For one parabolic two-dimensional band with short-range scatterers, in parallel with a non-oscillating channel of conductivity $b\sigma_0$, a small relative oscillation $\delta$ of the density of states gives

$$\delta\rho_{xx}=\frac{2\delta}{\sigma_0}\,\frac{1+b-b^2x^2}{[(1+b)^2+b^2x^2]^2},\qquad x=\mu B. \tag{1}$$

Here $\sigma_0$ is the zero-field conductivity of the band and $\mu$ its mobility. Without the parallel channel, (1) puts the minima of $\rho_{xx}$ at integer index at every $x$, even where $\sigma_{xx}\gg\sigma_{xy}$. With it, the resistivity is inverted, to first order in $\delta$, for $x>\sqrt{1+b}/b$. Integers given to inverted minima shift the inferred phase by $\pi$.

## Two tempting rules

For an isotropic sheet, with the sign of $B$ chosen so that $\sigma_{xy}>0$,

$$\rho_{xx}=\frac{\sigma_{xx}}{\sigma_{xx}^2+\sigma_{xy}^2}. \tag{2}$$

The first rule puts integers on resistivity minima. It is suggested by strong fields: if $\sigma_{xy}\gg\sigma_{xx}$ and $\sigma_{xy}$ is nearly constant, then $\rho_{xx}\approx\sigma_{xx}/\sigma_{xy}^2$, and both quantities have minima together.

The second rule is offered as the correction. If $\sigma_{xx}\gg\sigma_{xy}$, then $\rho_{xx}\approx1/\sigma_{xx}$, so a conductivity minimum should be a resistivity maximum. The approximation is good for the value of $\rho_{xx}$, but it need not be good for a small oscillation on top of that value. Write $t=\sigma_{xy}/\sigma_{xx}$ and $\delta\sigma_{xy}=\kappa\,\delta\sigma_{xx}$. Differentiating (2),

$$\delta\rho_{xx}=\frac{(\sigma_{xy}^2-\sigma_{xx}^2)\,\delta\sigma_{xx}-2\sigma_{xx}\sigma_{xy}\,\delta\sigma_{xy}}{(\sigma_{xx}^2+\sigma_{xy}^2)^2}
=-\frac{1-t^2+2\kappa t}{\sigma_{xx}^2(1+t^2)^2}\,\delta\sigma_{xx}. \tag{3}$$

Inversion requires $1-t^2+2\kappa t>0$. A small $t$ is not sufficient, since $\kappa$ may be large and negative.

## What the index measures

Let $F=\hbar S_F/(2\pi e)$, where $S_F$ is the Fermi-surface area in wave-vector space. The quantization rule $S_n=2\pi(eB/\hbar)(n+\tfrac12-\phi/2\pi)$ puts level $n$ at the Fermi energy when $F/B=n+\tfrac12-\phi/2\pi$. Midway in area between levels $N-1$ and $N$,

$$\frac FB=N-\frac{\phi}{2\pi},\qquad N=\frac FB+\frac{\phi}{2\pi}. \tag{4}$$

The intercept of $N$ against $1/B$, taken modulo 1, is therefore $\phi/2\pi$. A parabolic band has $E_n=\hbar\omega_c(n+\tfrac12)$ and area proportional to energy, so $\phi=0$. A massless Dirac band has $E_n\propto\sqrt{nB}$ and area proportional to $E^2$, so its levels lie at $F/B=n$ and $\phi=\pi$. The intercepts are 0 and 1/2.

## The oscillating band

The parabolic band is treated in the self-consistent Born approximation at zero temperature, with many filled levels and no localization. In this derivation $\hbar=e=m=1$, so $B=\omega_c\equiv\omega$. Quantities are per spin; two unsplit spins double every conductivity and change no ratio.

**Density of states.** Level $n$ has energy $E_n=\omega(n+\tfrac12)$, degeneracy $\omega/2\pi$ per area, and retarded Green function $G_n=1/(E-\Sigma-E_n)$. For short-range scatterers $\Sigma$ is the same for all levels:

$$\Sigma=\frac{1}{\tau_0}\frac{\omega}{2\pi}\,G,\qquad G=\sum_nG_n.$$

The prefactor makes $\mathrm{Im}\,\Sigma=-1/(2\tau_0)$ at zero field, where the density of states is $g_0=1/2\pi$. Far above the band bottom the sum may be extended to all integers, with a smooth real shift absorbed in $E$. From $\sum_n1/(z-n-\tfrac12)=-\pi\tan\pi z$,

$$G=-\frac{\pi}{\omega}T,\qquad \Sigma=-\frac{T}{2\tau_0},\qquad T=\tan\!\Big(\pi\nu+\frac{\pi T}{2x}\Big),$$

with $\nu=E/\omega=F/B$ and $x=\omega\tau_0$. The density of states is $g=-(\omega/2\pi^2)\,\mathrm{Im}\,G=g_0\gamma$, where $\gamma=\mathrm{Im}\,T$, and the scattering rate is $\Gamma=-2\,\mathrm{Im}\,\Sigma=\gamma/\tau_0$.

To find the leading oscillation, write $\tan\pi z=i(1-q)/(1+q)\approx i(1-2q)$ with $q=e^{2\pi iz}$. Inserting the zeroth-order $T=i$ gives $q=e^{2\pi i\nu}e^{-\pi/x}$, hence

$$\delta=\gamma-1\approx-2e^{-\pi/x}\cos2\pi\nu. \tag{5}$$

The density of states is lowest at integer $F/B$.

**Longitudinal conductivity.** Velocity connects neighbouring levels, with $|\langle n|v_x|n+1\rangle|^2=\omega(n+1)/2$. Isotropic scattering leaves no vertex correction. With $A_n=-\mathrm{Im}\,G_n/\pi$, the Kubo formula is

$$\sigma_{xx}=\frac{\omega^2}{2}\sum_n(n+1)A_nA_{n+1},\qquad A_nA_{n+1}=\frac{1}{2\pi^2}\mathrm{Re}\,(G_nG_{n+1}^*-G_nG_{n+1}).$$

Subtracting inverse Green functions gives

$$G_nG_{n+1}=\frac{G_{n+1}-G_n}{\omega},\qquad G_nG_{n+1}^*=\frac{G_{n+1}^*-G_n}{\omega+i\Gamma}.$$

Levels near $E$ dominate, so $n+1\approx E/\omega$. The first product then sums to zero. The second sums to $-2i\,\mathrm{Im}\,G/(\omega+i\Gamma)$, with $\mathrm{Im}\,G=-2\pi^2g/\omega$. Its real part is $4\pi^2g\Gamma/[\omega(\omega^2+\Gamma^2)]$, so

$$\sigma_{xx}=\frac{Eg\Gamma}{\omega^2+\Gamma^2}=\sigma_0\frac{\gamma^2}{\gamma^2+x^2},\qquad\sigma_0=n_e\tau_0. \tag{6}$$

The density $n_e=Eg_0$ is used; its oscillation is smaller by the inverse number of filled levels. The derivative of (6), $2\sigma_0\gamma x^2/(\gamma^2+x^2)^2$, is positive. In this model a minimum of $\gamma$ is thus a minimum of $\sigma_{xx}$ at fixed $x$, which justifies the integer assignment.

**Hall conductivity.** The Kubo formula, with $f$ the occupation and the principal value understood, is

$$\sigma_{xy}=\frac{\omega^2}{2\pi}\sum_n(n+1)\iint d\varepsilon\,d\varepsilon'\,\frac{f(\varepsilon)-f(\varepsilon')}{(\varepsilon-\varepsilon')^2}A_n(\varepsilon)A_{n+1}(\varepsilon').$$

One energy integral follows from $\mathrm{Re}\,G_m'(\varepsilon)=-\int d\varepsilon'A_m(\varepsilon')/(\varepsilon-\varepsilon')^2$, where a prime on $G$ or $\Sigma$ is an energy derivative:

$$\sigma_{xy}=\frac{\omega^2}{2\pi^2}\sum_n(n+1)\int^E\!d\varepsilon\,\big[\mathrm{Im}G_n\,\mathrm{Re}G_{n+1}'-\mathrm{Im}G_{n+1}\,\mathrm{Re}G_n'\big].$$

Expanding real and imaginary parts shows that the bracket equals

$$\tfrac12\frac{d}{d\varepsilon}\mathrm{Im}(G_nG_{n+1}^*)+\tfrac12\mathrm{Im}(G_nG_{n+1}'-G_n'G_{n+1}).$$

The first term integrates to a Fermi-energy contribution. With the sum found above it is

$$\tfrac12\frac E\omega\,\mathrm{Im}\frac{-2i\,\mathrm{Im}G}{\omega+i\Gamma}=-\frac{E\,\mathrm{Im}G}{\omega^2+\Gamma^2}. \tag{7}$$

For the second term, $G_n'=-(1-\Sigma')G_n^2$ gives

$$G_nG_{n+1}'-G_n'G_{n+1}=-\frac{1-\Sigma'}{\omega}(G_{n+1}-G_n)^2.$$

Expand the square in the weighted sum, replace $G_nG_{n+1}$ by the difference above, and shift the index where $G_{n+1}$ occurs. Since $(n+1)G_{n+1}\to-1/\omega$ for very high levels, the shift also leaves a constant $2/\omega^2$. It would change $\sigma_{xy}$ only by $-\Gamma/(4\pi^2\omega)$, smaller than the terms kept by a factor of order $1/(E\tau_0)$, and is dropped:

$$\sum_n(n+1)(G_{n+1}-G_n)^2=\sum_n(2n+1)G_n^2+\frac2\omega G.$$

Let $Z=\varepsilon-\Sigma$. Since $2n+1=2E_n/\omega$ and $E_nG_n=ZG_n-1$, the first sum on the right is $(2/\omega)(Z\sum_nG_n^2-G)$. The terms in $G$ cancel, leaving $(2Z/\omega)\sum_nG_n^2$. The second part of the integrand is therefore $\omega^{-2}\,\mathrm{Im}(ZG')$.

Because $\Sigma\propto G$, one has $\Sigma G'=\tfrac12(\Sigma G)'$. Integration by parts gives

$$\int^E\!d\varepsilon\,\mathrm{Im}(ZG')=\mathrm{Im}\big[(E-\tfrac12\Sigma)G\big]-\int^E\!d\varepsilon\,\mathrm{Im}G.$$

The last term equals $+2\pi^2n_e/\omega$ and contributes $n_e/\omega$ to $\sigma_{xy}$. For $E\tau_0\gg1$, as assumed here, the boundary term is $E\,\mathrm{Im}G$. Adding it to (7),

$$E\,\mathrm{Im}G\Big(\frac1{\omega^2}-\frac1{\omega^2+\Gamma^2}\Big)=\frac{E\,\mathrm{Im}G\,\Gamma^2}{\omega^2(\omega^2+\Gamma^2)}.$$

Multiplication by $\omega^2/2\pi^2$ turns this into $-(\Gamma/\omega)\sigma_{xx}$. Thus

$$\sigma_{xy}=\frac{n_e}{\omega}-\frac{\Gamma}{\omega}\sigma_{xx}=\frac{\sigma_0}{x}\Big(1-\frac{\gamma^3}{\gamma^2+x^2}\Big). \tag{8}$$

A larger density of states raises $\sigma_{xx}$ and lowers $\sigma_{xy}$.

## Why a single band is not inverted

At $\gamma=1$, equations (6) and (8) give

$$\delta\sigma_{xx}=\frac{2x^2\sigma_0}{(1+x^2)^2}\delta,\qquad \delta\sigma_{xy}=-\frac{(1+3x^2)\sigma_0}{x(1+x^2)^2}\delta,\qquad \kappa=-\frac{1+3x^2}{2x^3}. \tag{9}$$

At small $x$ the longitudinal response is suppressed as $x^2$, while the Hall response carries $1/x$. The quantity that the second rule neglects is therefore the larger oscillation. For one band $t=x$, and the bracket in (3) is

$$1-x^2-\frac{1+3x^2}{x^2}=-\frac{(1+x^2)^2}{x^2}.$$

It is negative for all $x$. Since $\sigma_{xx}^2(1+t^2)^2=\sigma_0^2$, equation (3) becomes

$$\delta\rho_{xx}=\frac{2\delta}{\sigma_0}.$$

Within this model and to first order in $\delta$, the first rule is correct for a single band on both sides of $x=1$.

## How a parallel channel inverts the resistivity

Add a channel with conductivity $b\sigma_0$ and no Hall response or oscillation of its own. The oscillations (9) and the value of $\kappa$ are unchanged. With $u=1+x^2$ and $D=1+bu$, the total smooth tensor is

$$\sigma_{xx}=\sigma_0\frac Du,\qquad\sigma_{xy}=\sigma_0\frac xu,\qquad t=\frac xD.$$

Insert this in the first form of (3). Apart from a factor $\sigma_0^3\delta/u^4$, the numerator is

$$2x^2(x^2-D^2)+2D(1+3x^2)=2\big[x^4+1+2x^2+bu(1+x^2)-b^2u^2x^2\big]=2u^2(1+b-b^2x^2).$$

The denominator is $\sigma_0^4(D^2+x^2)^2/u^4$, with

$$D^2+x^2=u+2bu+b^2u^2=u\big[(1+b)^2+b^2x^2\big].$$

Division gives (1). The threshold is

$$x_c=\frac{\sqrt{1+b}}{b}. \tag{10}$$

For $b\to0$ it moves to infinity as $1/b$; for large $b$ it falls as $1/\sqrt b$. The first limit is formal. In this model the oscillation is no longer small at $x=\pi/2$, where the density of states reaches zero at integer index, so (10) can be trusted only if $x_c$ lies below that value, which requires $b$ above about 0.9. At $x_c$ the first-order oscillation of $\rho_{xx}$ vanishes although that of $\sigma_{xx}$ does not. A resistivity fan taken across $x_c$ therefore joins two sets of minima offset by half an index. Close to $x_c$, where second-order terms matter, both sets can appear together.

These formulas were tested against explicit Landau-level sums with about 40 filled levels, the Hall part being integrated from the band bottom. At $x=0.6$ the slope of $\sigma_0\rho_{xx}$ against $\gamma$ is 2.00 for $b=0$ and 0.029 for $b=2$. At $x=1.2$ it is 1.91 and $-0.026$. Equation (1) gives 2, 0.029, 2 and $-0.025$. The sums confirm the sign change with $b=2$ and its absence with $b=0$.

## One sweep, two answers

Take round parameters: $F=50$ T, $\mu=1\ \mathrm{m^2/(V\,s)}$, $b=2$ and two spin states. Then $n_e=2eF/h=2.418\times10^{16}\ \mathrm{m^{-2}}$ and $\sigma_0=n_ee\mu=3.874$ mS, and the parallel channel has 7.748 mS. Equation (10) puts the threshold at $\sqrt3/2=0.866$ T. Here $E\tau_0/\hbar=\mu F=50$. The terms of order $1/(E\tau_0)$ dropped in (6) and (8) move this threshold and the amplitudes below by 1 to 2%, without changing their signs.

At 0.50 T, $x=0.5$, $D=3.5$ and $t=0.5/3.5=0.143$. The conductivity ratio seems to favour the second rule. But $\kappa=-7.00$, so the bracket in (3) is

$$1-0.020-2.000=-1.020,$$

and there is no inversion. From the point midway between two levels to the next level, half the rise of $\rho_{xx}$ at fixed $x$ is 0.0386 ohm, on a smooth value of 90.3 ohm. Equation (1), with the amplitude $2e^{-\pi/x}$ from (5), gives the same 0.0386 ohm.

At 1.25 T, $t=0.204$ and $\kappa=-1.456$. The bracket is now $1-0.042-0.594=0.364$, and the resistivity is inverted. Thus $\sigma_{xx}$ dominates more strongly at the lower field, yet the inversion occurs at the higher one.

Half the change from midway between levels to a level at 1.25 T is $-1.52$ ohm, whereas the first-order formula gives $-1.17$ ohm. The full result is about 30% larger in magnitude, relative to the formula. Most of this comes from the density of states: $\gamma$ runs from 0.716 to 1.126, a half-range of 0.205, while (5) gives $2e^{-\pi/1.25}=0.162$. The sign is unaffected.

The fans use the full $\gamma$, after subtraction of the smooth background. Their intercepts are:

| Extrema | 0.45–0.60 T | 1.10–1.40 T |
|---|---:|---:|
| $\sigma_{xx}$ minima | 0.00 | 0.00 |
| $\rho_{xx}$ minima | 0.00 | 0.50 |
| $\rho_{xx}$ maxima | 0.50 | 0.00 |
| $\rho_{xx}$ minima, $\sigma_{xy}$ frozen | 0.50 | 0.50 |

The fitted frequency is 50.0 T in every case, so a good straight line with the right slope does not reveal a wrong assignment. In the upper window, integers on resistivity minima give an intercept of 1/2 and hence a phase of $\pi$ for a band whose phase is zero. In the lower window, integers on resistivity maxima make the same error.

The last row removes the oscillation of $\sigma_{xy}$ and keeps its smooth value. This creates a false inversion in the lower window, which identifies the term missing from the argument $\rho_{xx}\approx1/\sigma_{xx}$.

Near 1.25 T the shift can be read without a fit, again after subtraction of the smooth background. A conductivity minimum lies at 1.250 T, where $F/B=40.00$, and a resistivity maximum coincides with it. The nearest resistivity minimum is at 1.235 T, where $F/B\approx40.5$. Calling that minimum 40 or 41 changes the intercept by an integer, but either choice leaves it at 1/2 modulo 1.

The reverse error is also possible. If a band with $\phi=\pi$ has an inverted resistivity, its $\sigma_{xx}$ minima have intercept 1/2, and the further half index brings the $\rho_{xx}$ minima to 0. The phase is then hidden.

## Using the result

The assignment should be made after tensor inversion. With $\rho_{yx}=\sigma_{xy}/(\sigma_{xx}^2+\sigma_{xy}^2)$, an isotropic sheet obeys

$$\sigma_{xx}=\frac{\rho_{xx}}{\rho_{xx}^2+\rho_{yx}^2}.$$

Both resistivities must be inserted with their oscillations. Smoothing $\rho_{yx}$ first would discard information of the kind that decides the sign in (3).

Tensor inversion does not remove a shift due to spin. An unresolved Zeeman splitting multiplies the first harmonic in (5) by $\cos(\pi g m^*/2m_e)$, with $g$ here the spin $g$-factor, $m^*$ the band mass and $m_e$ the free-electron mass. Where this factor is negative, for example at $gm^*/m_e=2$, the $\sigma_{xx}$ minima of a band with $\phi=0$ have intercept 1/2.

The threshold (10) is specific to this model. A parallel channel with its own Hall response, another kind of scattering or a second oscillating band changes $t$ or $\kappa$, and the bracket in (3) must be evaluated again. Equation (3) itself needs only isotropy and small oscillations, with $\delta\sigma_{xy}$ proportional to $\delta\sigma_{xx}$. If the two oscillate with a different phase, $\rho_{xx}$ can be shifted by something other than half a period.

The fans also stay below the field where the Born approximation opens gaps. At integer $\nu$, setting $T=i\gamma$ gives $\gamma=\tanh(\pi\gamma/2x)$, which has a nonzero solution only for $x<\pi/2$. Beyond that field the density of states vanishes over a finite interval of energy. If the Fermi energy is held fixed, the conductivity minima become flat, and the centre of the flat region must replace a single lowest point. At fixed density the model has no localized states to hold the Fermi level in the gap, which is then crossed at a single field. The printed numerical output gives the fitted frequencies and intercepts to further digits.

## Calculated quantities

```
Frequency F = 50.0 T, mobility = 1.0 m^2/(V s), b = 2.0
Sheet density (two spins) = 2.4180e+16 m^-2
sigma0 = 3.8740 mS, parallel channel = 7.7481 mS
Inversion threshold field = 0.8660 T
Ideal intercept: parabolic 0.000, massless Dirac 0.500
Kubo level sums: slope of sigma0*rho_xx against gamma
  x = 0.6, b = 0: sums 2.0004, formula 2.0000
  x = 0.6, b = 2: sums 0.0291, formula 0.0286
  x = 1.2, b = 0: sums 1.9109, formula 2.0000
  x = 1.2, b = 2: sums -0.0259, formula -0.0253
At B = 0.50 T:
  sigma_xy/sigma_xx = 0.1429, kappa = -7.0000
  bracket 1-t^2+2*kappa*t = -1.0204
  gamma mid-gap = 0.9962, at level = 1.0037
  smooth rho_xx = 90.3448 ohm
  half of rho_xx(level)-rho_xx(gap) = 0.03862 ohm
  same, first-order formula = 0.03856 ohm
At B = 1.25 T:
  sigma_xy/sigma_xx = 0.2041, kappa = -1.4560
  bracket 1-t^2+2*kappa*t = 0.3641
  gamma mid-gap = 0.7165, at level = 1.1256
  smooth rho_xx = 103.6744 ohm
  half of rho_xx(level)-rho_xx(gap) = -1.51584 ohm
  same, first-order formula = -1.16879 ohm
Fan, 0.45 to 0.60 T: frequency (T), intercept, phase/pi
  sigma_xx minima: 50.000, 0.001, 0.00
  rho_xx minima: 50.001, -0.001, -0.00
  rho_xx maxima: 50.001, 0.500, 1.00
  rho_xx minima, sigma_xy frozen: 50.000, 0.503, 1.01
Fan, 1.10 to 1.40 T: frequency (T), intercept, phase/pi
  sigma_xx minima: 50.002, -0.001, -0.00
  rho_xx minima: 50.003, 0.502, 1.00
  rho_xx maxima: 50.005, -0.004, -0.01
  rho_xx minima, sigma_xy frozen: 50.000, 0.503, 1.01
Extrema nearest to 1.25 T, background removed:
  sigma_xx minima: B = 1.2500 T, F/B = 40.000
  rho_xx minima: B = 1.2347 T, F/B = 40.495
  rho_xx maxima: B = 1.2500 T, F/B = 40.000
```
